\section*{Inferring initial film strain from a buckled clamped-clamped beam}

\section*{Problem}

A narrow beam is etched from a film that lies flat on a sacrificial layer. Its ends stay attached to the substrate. When the sacrificial layer is removed, the beam buckles into a single smooth hump. The free length is $L=200\ \mu\mathrm{m}$, the thickness is $t=2\ \mu\mathrm{m}$, and the midspan height above the clamps is $A=5\ \mu\mathrm{m}$.

Treat the beam as uniform and linearly elastic, the clamps as rigid, and the beam as flat before release. Let $\varepsilon_0>0$ denote the initial compressive strain along the beam: if its stress-free length is $L_0$, then $L=L_0(1-\varepsilon_0)$.

\begin{enumerate}
\item[(a)] Derive the shape of the buckled beam and the compressive strain that remains in its mid-plane.
\item[(b)] Find $\varepsilon_0$ from $L$, $t$ and $A$, and evaluate it.
\item[(c)] Show that the hump is stable. Find the length below which a beam of the same film stays flat.
\item[(d)] Find the stresses before and after release, for a Young modulus $E=160$ GPa and a Poisson ratio $\nu=0.22$.
\item[(e)] Estimate the error of the inferred strain from the readings and from the idealizations.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Shape and remaining compression}

Let $x$ run from $0$ to $L$ between the clamps. Let $u(x)$ and $w(x)$ be the axial and upward displacements from the flat state. An element of length $dx$ acquires the length $dx\sqrt{(1+u')^2+w'^2}$. For small $u'$ and $w'$ its relative extension is $u'+w'^2/2$. The axial term is kept to first order and the slope to second order, because $u'$ turns out to be of the size of $w'^2$. The mid-plane strain is therefore
\begin{equation}
e=-\varepsilon_0+u'+\tfrac12 w'^2 .
\label{eq:strain}
\end{equation}
Referring the extension to $L$ instead of $L_0$ changes it by a relative amount of order $\varepsilon_0$, which is neglected.

At height $z$ above the mid-plane the strain is $e-zw''$. The sides of a narrow beam are free, so the stress is uniaxial and the energy per volume is $E(e-zw'')^2/2$. Averaged over $-t/2<z<t/2$, the cross term vanishes and $z^2$ gives $t^2/12$. With cross-section $A_c$, the energy is
\begin{equation}
\frac{U}{EA_c}=\int_0^L\left(\frac{e^2}{2}+\frac{t^2}{24}w''^2\right)dx .
\label{eq:energy}
\end{equation}

First vary $u$. Since $\delta u=0$ at the clamps,
\begin{equation}
0=\int_0^L e\,\delta u'\,dx=-\int_0^L e'\,\delta u\,dx ,
\end{equation}
so $e$ is constant along the beam. Call it $-\varepsilon_a$, with $\varepsilon_a>0$ for compression. Averaging \eqref{eq:strain} over the span removes $u'$, because $u(0)=u(L)=0$, and leaves
\begin{equation}
\varepsilon_0=\varepsilon_a+\frac{1}{2L}\int_0^L w'^2\,dx .
\label{eq:budget}
\end{equation}
The excess length of the film is thus shared between elastic compression and the longer path over the hump.

Now vary $w$, with $\delta w=\delta w'=0$ at the clamps:
\begin{align}
0&=\int_0^L\left(-\varepsilon_a w'\,\delta w'+\frac{t^2}{12}w''\,\delta w''\right)dx\nonumber\\
&=\int_0^L\left(\varepsilon_a w''+\frac{t^2}{12}w''''\right)\delta w\,dx .
\end{align}
The first term was integrated by parts once and the second twice. Hence
\begin{equation}
w''''+k^2w''=0,\qquad k^2=\frac{12\,\varepsilon_a}{t^2}.
\label{eq:ode}
\end{equation}
The general solution is $w=C_1+C_2x+C_3\cos kx+C_4\sin kx$. The conditions $w(0)=w'(0)=0$ give $C_1=-C_3$ and $C_2=-kC_4$. The conditions at $x=L$ then read
\begin{align}
C_3(\cos kL-1)+C_4(\sin kL-kL)&=0,\label{eq:bc1}\\
-C_3\sin kL+C_4(\cos kL-1)&=0.\label{eq:bc2}
\end{align}
A non-zero solution needs a vanishing determinant:
\begin{equation}
(\cos kL-1)^2+\sin kL(\sin kL-kL)=2-2\cos kL-kL\sin kL=0 .
\end{equation}
With $q=kL/2$, so that $1-\cos kL=2\sin^2q$ and $\sin kL=2\sin q\cos q$, this becomes
\begin{equation}
4\sin q\,(\sin q-q\cos q)=0 .
\end{equation}
The bracket is zero at $q=0$ and has the derivative $q\sin q$, which is positive for $0<q<\pi$. It has no root there, and the lowest root of the product is $q=\pi$, or $kL=2\pi$. Equation \eqref{eq:bc2} is then satisfied identically, and \eqref{eq:bc1} gives $C_4=0$. The midspan height is $-2C_3=A$, so
\begin{equation}
w(x)=\frac A2\left(1-\cos\frac{2\pi x}{L}\right).
\label{eq:shape}
\end{equation}
This is the observed single hump. Inserting $k=2\pi/L$ into \eqref{eq:ode} gives the remaining compression,
\begin{equation}
\varepsilon_a=\varepsilon_{cr}=\frac{t^2}{12}\,\frac{4\pi^2}{L^2}=\frac{\pi^2t^2}{3L^2}.
\label{eq:cr}
\end{equation}
It does not depend on $A$. Within this small-slope model, the beam keeps the critical compression after buckling, and any further excess length goes into the hump.

\subsection*{(b) The initial strain}

From \eqref{eq:shape}, $w'=(\pi A/L)\sin(2\pi x/L)$. The mean of $\sin^2$ over the full period is $1/2$, so
\begin{equation}
\frac1{2L}\int_0^Lw'^2dx=\frac1{2L}\,\frac{\pi^2A^2}{L^2}\,\frac L2=\frac{\pi^2A^2}{4L^2}.
\end{equation}
The budget \eqref{eq:budget} becomes
\begin{equation}
\boxed{\;\varepsilon_0=\frac{\pi^2t^2}{3L^2}+\frac{\pi^2A^2}{4L^2}\;}
\label{eq:result}
\end{equation}
The modulus has cancelled, because it multiplies the stretching and the bending energy alike. For the given beam,
\begin{align}
\frac{\pi^2t^2}{3L^2}&=\frac{\pi^2\times 2^2}{3\times200^2}=0.0329\,\%,\\
\frac{\pi^2A^2}{4L^2}&=\frac{\pi^2\times5^2}{4\times200^2}=0.1542\,\%,\\
\varepsilon_0&=0.187\,\% .
\end{align}
The initial compressive strain is about $0.19\,\%$.

The ratio of the first term to the second is $4t^2/(3A^2)$, so their shares depend on $A/t$ and not on $L$. For a hump much higher than the thickness, the path term dominates. For a hump much lower than the thickness, the strain is close to critical, and $A$ contributes little to it. Here the axial term is $17.6\,\%$ of the total. Leaving it out would give $0.154\,\%$.

\subsection*{(c) Stability and the threshold length}

For the shape \eqref{eq:shape} with a variable height $a$, write $s=\pi^2a^2/(4L^2)$ for the path strain. The curvature is $w''=(2\pi^2a/L^2)\cos(2\pi x/L)$, and the bending part of \eqref{eq:energy}, divided by $L$, is
\begin{equation}
\frac{t^2}{24L}\,\frac{4\pi^4a^2}{L^4}\,\frac L2=\frac{\pi^4a^2t^2}{12L^4}=\varepsilon_{cr}\,s .
\end{equation}
The energy is therefore
\begin{equation}
\frac{U}{EA_cL}=\frac12(\varepsilon_0-s)^2+\varepsilon_{cr}s,\qquad s\ge0 .
\label{eq:reduced}
\end{equation}
Its derivative with respect to $s$ vanishes at $s=\varepsilon_0-\varepsilon_{cr}$, which is \eqref{eq:result} again. If $\varepsilon_0<\varepsilon_{cr}$, this point is not allowed and the minimum is the flat state $s=0$. Above threshold,
\begin{equation}
A=\frac{2L}{\pi}\sqrt{\varepsilon_0-\varepsilon_{cr}} .
\label{eq:height}
\end{equation}
A numerical minimization of the energy at the inferred strain returns a height of $5.0000\ \mu\mathrm{m}$.

Disturbances of other shapes must be examined too. With $u$ eliminated, the uniform mid-plane strain is $e=-\varepsilon_0+\frac1{2L}\int w'^2dx$. Replace $w$ by $w+\eta v$, where $v$ obeys the clamp conditions. Then $e$ grows by $\frac{\eta}{L}\int w'v'dx+\frac{\eta^2}{2L}\int v'^2dx$. Collecting the coefficient of $\eta^2/2$ in $U/(EA_c)$ gives
\begin{equation}
Q[v]=\int_0^L\left(\frac{t^2}{12}v''^2-\varepsilon_a v'^2\right)dx+\frac1L\left(\int_0^Lw'v'\,dx\right)^2 .
\label{eq:second}
\end{equation}
For the hump, $\varepsilon_a=\varepsilon_{cr}$. This is the smallest value of $\frac{t^2}{12}\int v''^2dx\big/\int v'^2dx$, since making that ratio stationary leads back to \eqref{eq:ode}. The first integral is therefore never negative, and it vanishes only for $v\propto w$. In that case the last term is positive. The hump is stable against all small planar disturbances.

For the flat state, $w=0$ and $\varepsilon_a=\varepsilon_0$. It is unstable against every buckling mode whose critical strain is below $\varepsilon_0$. A finite-difference solution of the clamped eigenvalue problem, which does not use the trigonometric solution, gives $0.0329\,\%$, $0.0673\,\%$ and $0.1316\,\%$ for the first three critical strains. The flat beam has three unstable modes at the inferred strain.

The threshold length follows from $\varepsilon_{cr}=\varepsilon_0$:
\begin{equation}
L_{cr}=\frac{\pi t}{\sqrt{3\varepsilon_0}}=83.9\ \mu\mathrm{m}.
\end{equation}
A shorter beam of the same film and thickness stays flat in this model, provided that it is wider than it is thick, so that it does not buckle sideways first. Its flatness sets an upper bound on the compression and does not show that the film is free of stress. If the beams are straight before release, rigidly clamped and not stuck to the substrate, a row of different lengths brackets $\varepsilon_0$ between the critical strain of the longest flat beam and that of the shortest buckled one. An initial bow blurs this threshold. Anchors that rotate lower the critical strain. Anchors that yield along the beam act the other way: with an axial spring $k_u$ at each end, the flat beam carries only $\varepsilon_0/[1+2EA_c/(k_uL)]$, so a larger $\varepsilon_0$ is needed to buckle it. The height of a buckled beam gives a value instead of a bracket.

\subsection*{(d) Stresses}

Suppose that the attached film has equal in-plane strains $-\varepsilon_0$ in both directions and a free top surface. Hooke's law for the magnitudes is $\varepsilon_0=\sigma(1-\nu)/E$, so
\begin{equation}
\sigma_{film}=\frac{E\varepsilon_0}{1-\nu}=384\ \mathrm{MPa}.
\end{equation}
If the sides of the narrow beam were free but the beam were held flat, the lateral stress would be gone and the axial compression would be $E\varepsilon_0=299$ MPa. After buckling, the mean axial compression is $E\varepsilon_{cr}=52.6$ MPa.

Bending adds a strain of opposite sign on the two faces. Its largest magnitude, at the clamps and at midspan, is
\begin{equation}
\frac t2\,|w''|_{max}=\frac t2\,\frac{2\pi^2A}{L^2}=\frac{\pi^2At}{L^2}=0.2467\,\% .
\end{equation}
Adding the mean compression on one face and subtracting it on the other gives
\begin{align}
\text{peak compression:}\quad &E\left(\frac{\pi^2At}{L^2}+\varepsilon_{cr}\right)=447\ \mathrm{MPa},\\
\text{peak tension:}\quad &E\left(\frac{\pi^2At}{L^2}-\varepsilon_{cr}\right)=342\ \mathrm{MPa}.
\end{align}
For an upward hump, $w''>0$ at the clamps, so the tension there is on the lower face. At midspan it is on the upper face. Release lowers the mean stress but puts parts of a formerly compressed film into tension. These values omit the stress concentration at sharp anchor corners.

\subsection*{(e) Errors and neglected effects}

\paragraph{Readings.} Differentiating \eqref{eq:result}, and noting that both terms vary as $L^{-2}$, gives
\begin{equation}
\frac{\partial\varepsilon_0}{\partial A}=\frac{\pi^2A}{2L^2},\qquad
\frac{\partial\varepsilon_0}{\partial t}=\frac{2\pi^2t}{3L^2},\qquad
\frac{\partial\varepsilon_0}{\partial L}=-\frac{2\varepsilon_0}{L}.
\end{equation}
Assume independent errors of $0.10\ \mu\mathrm{m}$ in $A$, $0.05\ \mu\mathrm{m}$ in $t$ and $0.50\ \mu\mathrm{m}$ in $L$. They contribute strains of $0.0062\,\%$, $0.0016\,\%$ and $0.0009\,\%$. The root of the sum of squares is $0.0065\,\%$, so the reading is $\varepsilon_0=(0.1871\pm0.0065)\,\%$. The height dominates this error.

\paragraph{Finite rotation.} The largest slope is $\pi A/L=0.0785$, which suggests relative corrections up to the order of its square, $0.006$. To find the correction, let $S$ be the stress-free arc length, $\theta(S)$ the angle of the beam, and $\lambda(S)$ its stretch ratio. Make
\begin{equation}
\int_0^{L_0}\left[\frac{(\lambda-1)^2}{2}+\frac{t^2}{24}\theta'^2\right]dS+p\left(\int_0^{L_0}\lambda\cos\theta\,dS-L\right)
\end{equation}
stationary, where the multiplier $p$ is the horizontal compressive force divided by $EA_c$. Varying $\lambda$ and $\theta$ gives
\begin{equation}
\lambda=1-p\cos\theta,\qquad \theta''=-\frac{12p}{t^2}\,\lambda\sin\theta .
\end{equation}
The symmetric hump needs no vertical force. These equations were integrated over half the beam with $\theta=0$ at the clamp and at midspan, adjusting $p$, $L_0$ and the curvature at the clamp until the half-span was $L/2$ and the height was $A$. The result is $\varepsilon_0=0.1866\,\%$, which is $0.275\,\%$ below the small-slope value, relative to that value. Only part of this gap comes from the rotation. About two thirds of it is the relative amount $\varepsilon_0=0.187\,\%$ neglected in (a) by referring the extension to $L$ instead of $L_0$; measured as $(L_0-L)/L$, the same beam lies $0.088\,\%$ below the small-slope value. Halving $A$ and $t$ at fixed $L$ reduces the relative difference by a factor of $3.99$, as expected for a correction quadratic in $A/L$ and $t/L$.

\paragraph{Undercut.} The release etch also removes some material beneath the anchors. If it frees $2\ \mu\mathrm{m}$ of film at each end, the freed film has the cross-section of the beam, and the film is rigidly held beyond that, the length to use is $204\ \mu\mathrm{m}$. With $A$ and $t$ unchanged, the inferred strain falls to $0.1798\,\%$. This shift is slightly larger than the combined reading error. A freed anchor pad wider than the beam is stiffer and can give a smaller shift. In the one-dimensional limit where the freed strips neither bend nor keep any compression, they only add their excess length, and the inferred strain is $0.1871\,\%\times200/204=0.1834\,\%$. Anchors that rotate elastically would need a separate calculation.

\paragraph{Initial bow.} Let the stress-free beam have the shape \eqref{eq:shape} with a small height $a_0$ in the direction of buckling. Bending is then measured from that shape, and the path strain from its initial value. Equation \eqref{eq:reduced} becomes
\begin{equation}
\frac{U}{EA_cL}=\frac{\varepsilon_a^2}{2}+\varepsilon_{cr}\frac{\pi^2(A-a_0)^2}{4L^2},\quad
\varepsilon_a=\varepsilon_0-\frac{\pi^2(A^2-a_0^2)}{4L^2}.
\end{equation}
Setting the derivative with respect to $A$ to zero gives $-\varepsilon_aA+\varepsilon_{cr}(A-a_0)=0$, and hence
\begin{equation}
\varepsilon_0=\varepsilon_{cr}\left(1-\frac{a_0}{A}\right)+\frac{\pi^2(A^2-a_0^2)}{4L^2}.
\end{equation}
For $a_0=0.1\ \mu\mathrm{m}$ this is $0.1864\,\%$, a small change.

\paragraph{Strain gradient.} A uniform gradient through the thickness gives the free film a natural curvature $\kappa_0$ and replaces $w''^2$ by $(w''-\kappa_0)^2$ in \eqref{eq:energy}. The new cross term is proportional to $\int_0^Lw''dx=w'(L)-w'(0)=0$. Between rigid clamps such a gradient therefore leaves the shape and the inferred strain unchanged, although it alters the surface stresses. With compliant anchors the end slopes need not vanish, and this cancellation fails.

\paragraph{Smaller effects.} If the beam were wide enough to bend partly as a plate, but still narrow enough compared with $L$ for its mean lateral stress to relax, its bending stiffness would rise by at most the factor $1/(1-\nu^2)$, adding no more than $0.0017\,\%$ to the inferred strain. The clamps also hold the lateral strain locked in near the ends, over a distance of the order of the width, and through Poisson coupling this adds excess length. A plane-stress calculation shows that this lowers the inferred strain by about $0.0012\,\%$ for a width of $20\ \mu\mathrm{m}$ and $0.0030\,\%$ for $50\ \mu\mathrm{m}$, more than plate bending raises it at these widths. In a strip much wider than $L$ the lateral strain would stay locked in and add to the axial compression, and \eqref{eq:result} would not apply. A thermal expansion mismatch of $1$ ppm/K between film and substrate changes the strain by $0.0010\,\%$ over $10$ K. Shear deformation matters at the level of $0.00003\,\%$. The weight of an unstressed flat beam of density $2500\ \mathrm{kg/m^3}$ would make it sag by about $2$ pm, which is negligible beside $A$.

\paragraph{Comparison with real devices.} The dimensions are in the usual range of surface-micromachined strain-gauge beams, and the modulus is a rough value for a stiff structural film. A film stress of $384$ MPa is high compared with films processed for low stress, which are often kept to some tens of MPa. The peak tension is below the rough strength of $1$ GPa of good brittle structural films, but a ductile metal film might yield at such stresses, and the elastic inference would then fail. Real anchors also break the assumption of rigid clamps at the mask edge; the undercut assumed above moves the result from $0.187\,\%$ to $0.180\,\%$. A downward hump needs a gap larger than $5\ \mu\mathrm{m}$. If the beam touches the substrate, its height is set by the gap and \eqref{eq:result} does not apply. The computed values are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Beam length L: 200.0 um
Beam thickness t: 2.0 um
Midspan height A: 5.0 um
Critical strain (axial part): 0.0329 %
Path-length strain: 0.1542 %
Inferred initial compressive strain: 0.1871 %
Share of axial part in total: 17.6 %
Critical strain, finite differences: 0.0329 %
Second critical strain, finite diff.: 0.0673 %
Third critical strain, finite diff.: 0.1316 %
Unstable modes of the flat state: 3
Lowest hump stability eigenvalue: 0.0344 %
Height from energy minimum: 5.0000 um
Threshold length at this strain: 83.9 um
Largest slope: 0.0785 rad
Initial strain, large-rotation beam: 0.1866 %
Axial strain, large-rotation beam: 0.0328 %
Large-rotation relative difference: -0.275 %
Difference ratio on halving A and t: 3.99 (no unit)
Model Young modulus: 160 GPa
Model Poisson ratio: 0.22 (no unit)
Model density: 2500 kg/m3
Biaxial stress before release: 384 MPa
Uniaxial stress if held flat: 299 MPa
Mean axial stress after buckling: 52.6 MPa
Largest bending strain: 0.2467 %
Peak compressive stress: 447 MPa
Peak tensile stress: 342 MPa
Assumed reading error of A: 0.10 um
Assumed reading error of t: 0.05 um
Assumed reading error of L: 0.50 um
Strain error from A: 0.0062 %
Strain error from t: 0.0016 %
Strain error from L: 0.0009 %
Combined strain error: 0.0065 %
Assumed undercut at each end: 2.0 um
Initial strain with undercut: 0.1798 %
Assumed initial bow: 0.1 um
Initial strain with that bow: 0.1864 %
Strain shift, wide-plate bending: 0.0017 %
Strain shift, shear (size): 0.000032 %
Assumed expansion mismatch: 1.0 ppm/K
Assumed temperature change: 10 K
Strain shift, thermal: 0.0010 %
Weight sag of an unstressed beam: 1.92 pm
\end{verbatim}
